Spin pumping by a rotating magnetization: both mixing-conductance terms from scattering

**What goes wrong without the full result**

A precessing magnetic film sends spin into the metals that touch it. If this current is computed from reflection amplitudes alone, a thin conducting film can get the wrong damping and even the wrong sign of frequency shift. In the model film treated below, 10 Å thick, the normal-incidence mode then gives 0.99·10⁻⁶ eV for the steady spin current instead of 1.81·10⁻⁶ eV. Summed over all directions, the real coefficient changes by only 3%, but the imaginary one comes out as −0.025 Å⁻² instead of +0.0095 Å⁻². The missing piece is the interference of the two spin amplitudes transmitted through the film.

**Result and conventions**

The film lies between two normal leads, L and R. The algebra uses atomic units, ħ = e = mₑ = 1, and time dependence exp(−iEt). The unit vector m(t) is the exchange axis, and "up" means σ·m = +1. The spin current I_s into L is spin angular momentum (σ/2) per time, positive when it leaves the film:

I_s = (1/4π) [ Re G m×ṁ + Im G ṁ ]   (1)

G = N − Tr( r↑r↓† + t'↑t'↓† ) = g − t   (2)

g = N − Tr r↑r↓†,  t = Tr t'↑t'↓†

Here N is the number of modes per spin in L, r is reflection back into L, and t' is transmission from R into L. The usual mixing conductance is g. It may replace G when t is negligible.

The electrons are independent, there is no spin-orbit coupling or other spin flip, and the whole film has one exchange axis. The leads are unbiased, at zero temperature, and absorb all the spin they receive. The rotation is slow: S changes little over an energy ω. The current counted is the flux in outgoing waves at the film face. Interference of incoming and outgoing waves also produces a spin polarization near the film that turns with m. The current that keeps it turning is not included.

**The pumping matrix**

Collect the incoming amplitudes of both leads in a(t) and the outgoing ones in b(t). They are related by

b(t) = ∫dt' 𝒮(t,t') a(t'),  𝒮𝒮† = 1

Unitarity holds because every electron that enters also leaves. The incoming occupation is the Fermi function f(E), the same in all channels, so f is a unit matrix in channel space. The outgoing occupation is

ρ = 𝒮f𝒮† = f𝒮𝒮† + [𝒮,f]𝒮† = f + [𝒮,f]𝒮†

The commutator is not zero because a moving scatterer changes the energy. Let T be the mean of the arrival and departure times, and take the part of 𝒮 that varies as exp(−iνT). It raises an electron from E − ν/2 to E + ν/2. In 𝒮f the function f acts on the initial energy, and in f𝒮 on the final one. For this part

[𝒮,f] = [ f(E − ν/2) − f(E + ν/2) ] 𝒮_ν

At zero temperature the bracket is a window of width ν at the Fermi energy, with integral

∫dE [ f(E − ν/2) − f(E + ν/2) ] = ν

S varies little over the window and can be taken at the Fermi energy. Since ∂/∂T gives −iν, the factor ν stands for i∂/∂T. To first order in the rate, 𝒮 may now be replaced by the scattering matrix S of the momentarily frozen film: corrections to it already contain one time derivative and would acquire another. The excess outgoing current matrix is therefore

J = ∫dE/2π (ρ − f) = (i/2π) Ṡ S†   (3)

This is the parametric pumping formula, with the full spin matrix retained. At finite temperature the same steps give its average over energy with weight −f'(E).

The sign can be checked with one channel, S = exp(iφ(t)). The outgoing wave then has energy E − φ̇. For φ̇ > 0 the filled sea is lowered by φ̇, and the outgoing current falls by φ̇/2π. Equation (3) gives (i/2π)(iφ̇) = −φ̇/2π, as required.

**Inserting the rotating axis**

Without spin-orbit coupling, up and down electrons scatter separately when quantized along m. With S↑ and S↓ the two scattering matrices in mode space,

S = S↑ (1 + σ·m)/2 + S↓ (1 − σ·m)/2 = S₀ + S₃ σ·m

S₀ = (S↑ + S↓)/2,  S₃ = (S↑ − S↓)/2

The time dependence is all in m, so Ṡ = S₃ σ·ṁ. Multiplying by S† = S₀† + S₃† σ·m gives

ṠS† = S₃S₀† σ·ṁ + S₃S₃† (σ·ṁ)(σ·m)

The product of Pauli matrices is (σ·ṁ)(σ·m) = ṁ·m + iσ·(ṁ×m). Because m has fixed length, ṁ·m = 0. Hence

ṠS† = S₃S₀† σ·ṁ + i S₃S₃† σ·(ṁ×m)

Both terms have zero spin trace, so the rotation pumps no charge at this order, even if the film is not mirror symmetric.

The spin current is I_s = Tr(σ J_LL)/2, where LL selects outgoing modes in L. With Tr(σᵢσⱼ)/2 = δᵢⱼ for the spin trace,

I_s = (i/2π) [ Tr(S₃S₀†)_LL ṁ + i Tr(S₃S₃†)_LL ṁ×m ]

The factor i·i = −1 reverses the cross product:

I_s = (1/2π) [ Tr(S₃S₃†)_LL m×ṁ + i Tr(S₃S₀†)_LL ṁ ]   (4)

To evaluate the traces, define

X = Tr(S↑S↓†)_LL = Tr( r↑r↓† + t'↑t'↓† ) = N − G

The sum over incoming channels in S↑S↓† runs over both leads, and this is where transmission enters. Each spin's matrix is unitary, so Tr(S↑S↑†)_LL = Tr(S↓S↓†)_LL = N. Then

Tr(S₃S₃†)_LL = (N − X − X* + N)/4 = (N − Re X)/2 = Re G/2

Tr(S₃S₀†)_LL = (N + X − X* − N)/4 = (i/2) Im X = −(i/2) Im G

In (4) the second trace is multiplied by i, which gives +Im G/2. This proves (1).

The first trace also shows that

Re G = ½ Σ ( |r↑ − r↓|² + |t'↑ − t'↓|² ) ≥ 0

where the sum runs over matrix elements. The two transmission amplitudes count through their difference: two spins that both pass freely, but with different phases, still pump. Since |X| ≤ N, Re G lies between 0 and 2N and can exceed the number of modes.

**Two limits**

If S↑ = S↓, then G = 0: an axis that the electrons cannot sense pumps nothing.

For an insulating film t' = 0 and reflection is total. In one mode, r↑ = exp(iφ↑) and r↓ = exp(iφ↓). With δ = φ↑ − φ↓,

G = 1 − exp(iδ) = (1 − cos δ) − i sin δ

For small δ this is δ²/2 − iδ, so the ṁ term dominates. For δ = π it is purely real and equals 2.

**Conventions that change a sign**

Exchanging the labels up and down while replacing m by −m describes the same film. It leaves m×ṁ alone, reverses ṁ, and turns G into G*, so (1) is unchanged. The magnetic moment of electron spin points opposite to the spin. If n = −m is the magnetization direction but the labels still refer to m, the second term in (1) becomes −Im G ṅ. If the labels are redefined along n as well, (1) keeps its form.

A code that uses exp(+iEt) delivers complex-conjugate amplitudes and reverses Im G. Taking Tr r↓r↑† and Tr t'↓t'↑† in (2) does the same. Amplitudes must be normalized to unit flux. Both spins must share the same phase references in each lead: a common shift cancels in (2), but a spin-dependent one does not.

**A check at finite frequency**

Let m rotate uniformly about z at rate ω and cone angle θ. Write the spinor as ψ = Uχ with U = exp(−iωtσ_z/2). The equation for χ has the static Hamiltonian

H_rot = U†HU − iU†U̇ = H(0) − ωσ_z/2

since U̇ = −(iω/2)σ_zU. An electron with energy ε in this frame has laboratory energy ε + ω/2 for spin up along z and ε − ω/2 for spin down. Below μ − ω/2, with μ the Fermi energy, both are filled, and unitarity leaves no net current. Above μ + ω/2 both are empty. Between these energies the down channels alone are filled. With P₋ = (1 − σ_z)/2,

J = ∫dε/2π [ S P₋ S† − P₋ ],  |ε − μ| < ω/2   (5)

Here S is the scattering matrix of H_rot, which mixes the spins. Equation (5) does not assume slow rotation. For small ω the integral becomes a factor ω, and SS† = 1 gives

J ≈ (ω/2π)[SP₋S† − P₋] = (ω/4π)[σ_z − Sσ_zS†]

The frozen matrix obeys S(t) = U S(0) U†, so Ṡ = −(iω/2)[σ_z,S]. Then (i/2π)ṠS† = (ω/4π)(σ_z − Sσ_zS†), in agreement with (3).

The numerical tests solve the coupled two-spin problem (5) and compare it with (1), whose amplitudes come from two separate one-spin problems. For an asymmetric film with an added barrier, the difference relative to the size of the current in (1) is 1.8% at ω = 0.02 eV, 0.91% at 0.01 eV and 0.005% at 5·10⁻⁵ eV. It falls in proportion to ω, as expected of a neglected next order. The same film has G = 1.11 + 0.37i on the left and 1.38 − 0.02i on the right, so an asymmetric film needs a separate G for each lead.

**Which term dissipates**

In the rotating frame ε is conserved. An electron whose s_z changes by Δs_z therefore gains laboratory energy ωΔs_z. No net charge accumulates over both leads together, so the total power is ω times the total z spin current. For uniform rotation ṁ_z = 0 and (m×ṁ)_z = ω sin²θ, while |ṁ| = ω sin θ. Hence

P = ω (I_L + I_R)_z = |ṁ|² Re(G_L + G_R)/4π   (6)

The real part carries energy away; the imaginary part does no work in uniform rotation.

**Effect on the film**

Let S_F m be the total spin of the film, including the polarization near it in the leads that turns with m, and let Ω be its precession rate about z without pumping. Angular momentum balance reads

S_F ṁ = S_F Ω z×m − I_L − I_R

Inserting (1) for both leads and dividing by S_F gives

(1 + β) ṁ + a m×ṁ = Ω z×m

a = Re(G_L + G_R)/(4πS_F),  β = Im(G_L + G_R)/(4πS_F)

With α = a/(1 + β) and Ω' = Ω/(1 + β), this is the Landau-Lifshitz-Gilbert equation for the spin direction:

ṁ = Ω' z×m − α m×ṁ

To solve it for ṁ, take the cross product with m from the left and use m×(m×ṁ) = −ṁ:

m×ṁ = Ω' m×(z×m) + αṁ

Substitution gives

(1 + α²) ṁ = Ω' z×m − αΩ' m×(z×m)

The first term turns m about z at the rate Ω'/(1 + α²). The z part of m×(z×m) is sin²θ, and ṁ_z = −sin θ θ̇, so

θ̇ = αΩ' sin θ/(1 + α²)

The spin moves away from +z, which is the high-energy direction for the field term Ωs_z. This is damping with the correct sign.

**Worked film: one mode**

Take free electrons with Fermi energy 7 eV, and a film of thickness d = 10 Å with constant potentials V = 1 eV for up and 4 eV for down. These are round model parameters. Let k be the wave number normal to the film in the leads, and q = √(k² − 2V) that in the film. Write c = cos qd and s = sin qd. The wave is exp(ikx) + r exp(−ikx) on the left and t exp(ik(x − d)) on the right. Carrying ψ and ψ' through the film gives

c(1 + r) + i(k/q)s(1 − r) = t

c(1 − r) + i(q/k)s(1 + r) = t

The second line is the condition on ψ', divided by ik. Let A = k/q + q/k and B = q/k − k/q. Subtracting the lines gives 2cr − isB − isAr = 0, so

r = (i/2)Bs/D,  D = c − (i/2)As

Adding them gives 2t = 2c + isA + isBr. Over the denominator D the right side is [2c² + s²(A² − B²)/2]/D. Since A² − B² = 4 and c² + s² = 1, this is 2/D, and

t = 1/D

The film is mirror symmetric, so t' = t. At normal incidence q is 1.2549 Å⁻¹ for up and 0.8874 Å⁻¹ for down, which gives

r↑ = 0.00002 + 0.00133i,  r↓ = 0.12412 + 0.18505i

t↑ = 0.99985 − 0.01728i,  t↓ = −0.80961 + 0.54304i

The up reflection is tiny for two reasons: the small potential step keeps |r↑| below 0.08 at any thickness, and q↑d = 12.549 is close to 4π = 12.566, where s vanishes. The products are r↑r↓* = 0.0002 + 0.0002i and t↑t↓* = −0.8189 − 0.5290i. Thus g = 0.9998 − 0.0002i, and

G = 1.8186 + 0.5288i

The excess over g comes from the different phases of two well-transmitted waves.

For ω = 5·10⁻⁵ eV, ω/4π = 3.979·10⁻⁶ eV. At θ = 30° and m = (0.5, 0, 0.866), the vectors are ṁ = ω(0, 0.5, 0) and m×ṁ = ω(−0.433, 0, 0.25). Therefore

I_x = 3.979·10⁻⁶ × 1.8186 × (−0.433) = −3.133·10⁻⁶ eV

I_y = 3.979·10⁻⁶ × 0.5288 × 0.5 = 1.052·10⁻⁶ eV

I_z = 3.979·10⁻⁶ × 1.8186 × 0.25 = 1.809·10⁻⁶ eV

Equation (5) gives −3.133, 1.052 and 1.809 in the same units of 10⁻⁶ eV.

**Worked film: all directions**

The wave vector parallel to the film is conserved. At the Fermi energy its square is k_F² − k², so a sum over modes per area becomes ∫k dk/2π from 0 to k_F. With k_F = 1.3555 Å⁻¹, the number of modes per spin and area is k_F²/4π = 0.1462 Å⁻². For the 10 Å film the integrals are

g = 0.1330 − 0.0253i Å⁻²,  t = −0.0041 − 0.0348i Å⁻²

G = 0.1371 + 0.0095i Å⁻²

In SI units, Re G = 1.37·10¹⁹ m⁻² and Im G = 9.5·10¹⁷ m⁻². Here transmission changes the real part by 3% of its value but reverses the sign of the imaginary part. Both effects depend on thickness: at 5 Å transmission raises the real part by 30% and leaves the sign of the imaginary part unchanged. Between 2 and 40 Å the sign is reversed only from about 8 to 12 Å. The 3% is small because Re t passes through zero near 10 Å: the change is +25% at 8 Å and −15% at 12 Å. The steady spin current per area is 3.979·10⁻⁶ × 0.1371 × 0.25 = 1.36·10⁻⁷ eV/Å², or 2.18·10⁻⁶ J/m².

As thickness grows, g settles near 0.133 − 0.025i Å⁻², while |t| falls from 0.053 Å⁻² at 5 Å to 0.0029 Å⁻² at 160 Å. The slow fall can be derived. Neglect repeated reflections, write E = k²/2 for the normal energy, and let F be the product of the interface transmission factors. Then

t ≈ (1/2π) ∫dE F exp[i(q↑ − q↓)d]

The phase has no stationary point above the down threshold, because d(q↑ − q↓)/dE = 1/q↑ − 1/q↓ is not zero. Integration by parts leaves the normal-incidence end of the range as the leading term. At the threshold F and the measure dE = q↓dq↓ both vanish, so its contribution falls faster. Thus

|t| ≈ F/(2πd |1/q↑ − 1/q↓|)

At normal incidence F = [4kq↑/(k + q↑)²][4kq↓/(k + q↓)²] = 0.955, and the difference of inverse wave numbers is 0.330 Å. The estimate is 0.46 Å⁻¹/d, or 0.0029 Å⁻² at 160 Å, in agreement with the integral. In this clean, flat film at zero temperature t is lost by dephasing between directions, and the decay is not exponential. Thermal averaging adds an exponential cut-off: at 300 K it leaves the 10 Å values unchanged but multiplies |t| by about 0.95 at 160 Å, 0.5 at 640 Å and 0.1 at 1280 Å. The estimate is a large-thickness form: it is within 4% of the integral at 40 Å, but 32% too high at 10 Å and 74% too high at 5 Å. The neglected repeated reflections include a very small term with phase (3q↑ − q↓)d, which is stationary where q↑ = 3q↓. It falls only as 1/√d, but at zero temperature it would overtake the 1/d term only near d ≈ 0.5 mm. Scattering and interface roughness, present in real films, are left out of these numbers.

The film spin is not computed here but chosen as 0.3 ħ/Å². The free electrons of the model film supply only (q↑³ − q↓³)d/12π² = 0.11 ħ/Å² of it, with q taken at normal incidence; the rest is assigned to localized electrons that carry no current. The damping below scales as the inverse of this choice, apart from the small β. With equal leads,

a = 2 × 0.1371/(4π × 0.3) = 0.0727

β = 2 × 0.0095/(4π × 0.3) = 0.0050

The damping parameter is α = 0.07273/1.00504 = 0.0724, and Ω'/Ω = 0.995. Including 1/(1 + α²), the precession rate is 0.990 of its unpumped value. With g in place of G, β would be −0.013 and Ω' would exceed Ω. These values of β assume that S_F contains the polarization in the leads. That polarization is 0.0020 ħ/Å² per side here, more than Im G/4π = 0.0008 ħ/Å². Counting it as a current through the faces instead would raise β by 0.013 in both cases, so a quoted β is meaningful only together with the definition of S_F.

**Where the formula stops**

If a lead returns spin to the film, the incoming occupation is no longer f times the unit matrix, and the first step fails; the backflow must be added. With spin-orbit coupling, S no longer has the form S₀ + S₃σ·m. Equation (3) still holds for the outgoing flux, but (1) does not follow from it. If the axis varies across the film, one vector m cannot describe S, and (3) must be used with the full matrix. If S has a resonance narrower than ω, the slow expansion fails; for uniform rotation (5) can then be used instead.

The numerical output below gives the remaining digits and the full thickness series.

Numbers as computed

```
Fermi energy: 7.0 eV
film potential up, down: 1.0, 4.0 eV
film thickness: 10.0 angstrom
rotation quantum hbar*omega: 5.0e-05 eV
cone angle: 30.0 degrees
film spin per area: 0.30 hbar/angstrom^2
Fermi wave number: 1.35546 1/angstrom
film wave number up, normal incidence: 1.25491 1/angstrom
r up, normal incidence: 0.00002 +0.00133i (no unit)
t up, normal incidence: 0.99985 -0.01728i (no unit)
film wave number down, normal incidence: 0.88736 1/angstrom
r down, normal incidence: 0.12412 +0.18505i (no unit)
t down, normal incidence: -0.80961 +0.54304i (no unit)
one mode g: 0.99975 -0.00016i (no unit)
one mode t_up t_down*: -0.81887 -0.52897i (no unit)
one mode G: 1.81862 +0.52881i (no unit)
one mode spin current x y z, in eV:
  formula:          -3.13330e-06  1.05203e-06  1.80901e-06
  exact rotation:   -3.13322e-06  1.05211e-06  1.80893e-06
  reflection only:  -1.72247e-06  -3.19633e-10  9.94471e-07
one mode power into both leads, in eV^2/hbar:
  formula 1.80901e-10, exact 1.80893e-10
asymmetric film (added barrier 9 eV, 1 angstrom):
  G left: 1.11336 +0.36755i, G right: 1.38410 -0.02029i (no unit)
  relative error at 2.0e-02 eV: 1.82e-02
  relative error at 1.0e-02 eV: 9.10e-03
  relative error at 5.0e-05 eV: 4.54e-05
  charge/spin current at 5.0e-05 eV: 2.46e-06
modes per spin and area: 0.14621 1/angstrom^2
thickness (angstrom): g ; t ; G (1/angstrom^2)
  5: 0.13245 -0.02302i ; -0.03939 +0.03545i ; 0.17183 -0.05848i
  10: 0.13300 -0.02526i ; -0.00409 -0.03476i ; 0.13709 +0.00950i
  20: 0.13291 -0.02464i ; -0.01288 +0.01614i ; 0.14580 -0.04079i
  40: 0.13304 -0.02455i ; -0.01046 -0.00374i ; 0.14350 -0.02081i
  160: 0.13304 -0.02460i ; -0.00231 -0.00169i ; 0.13535 -0.02292i
G from counted modes, side 400 angstrom: 0.13709 +0.00951i 1/angstrom^2
main result Re G: 1.3709e+19 1/m^2
main result Im G: 9.4978e+17 1/m^2
spin current per area x y z, in eV/angstrom^2:
   -2.36187e-07  1.88952e-08  1.36363e-07
steady z part: 2.1848e-06 J/m^2
a: 0.07273, beta: 0.00504 (no unit)
damping parameter a/(1+beta): 0.07236 (no unit)
rate factor 1/(1+beta): 0.99499 (no unit)
rate factor with damping: 0.98980 (no unit)
```
